# CaF N=1 hyperfine levels: two coupling bases and Zeeman decoupling

## Question

I am trying to get the hyperfine levels of CaF in its \(^2\Sigma^+\) ground state for \(N=1\). The fluorine nucleus has \(I=1/2\) and calcium is taken as spinless. My Hamiltonian is

\[
H=B_{\rm rot}\mathbf N^2+\gamma\,\mathbf N\cdot\mathbf S+b\,\mathbf I\cdot\mathbf S+c\,(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)+g_S\mu_BB\,S_z-g_I\mu_NB\,I_z ,
\]

with \(\mathbf n\) the unit vector along the molecular axis. I use rough constants: \(\gamma=40\), \(b=110\), \(c=40\) MHz, \(B_{\rm rot}=10\) GHz, \(g_I=5.3\).

In case \(b_{\beta J}\) (\(\mathbf N+\mathbf S=\mathbf J\), \(\mathbf J+\mathbf I=\mathbf F\)) the diagonal elements for the two \(F=1\) levels are \(-29.2\) and \(-45.8\) MHz. In case \(b_{\beta S}\) (\(\mathbf S+\mathbf I=\mathbf G\), \(\mathbf G+\mathbf N=\mathbf F\)) they are \(17.5\) and \(-92.5\) MHz. Which basis is right? And when I turn on a magnetic field, do \(N\), \(S\) and \(I\) all end up decoupled?

## Answer

Both sets of diagonal elements are correct, but neither is a set of energies: each basis also has an off-diagonal element. I take angular momenta as dimensionless, energies divided by \(h\), and \(N=1\) fixed, with energies measured from \(2B_{\rm rot}\). Nuclear spin-rotation, the rotational magnetic moment and diamagnetism are left out.

### The dipolar term within N = 1

The traceless part of \(n_in_j\) is a symmetric rank-2 tensor, so within \(N=1\) it is proportional to the same tensor built from \(\mathbf N\):

\[
n_in_j-\tfrac13\delta_{ij}\to k\left[N_iN_j+N_jN_i-\tfrac43\delta_{ij}\right].
\]

For \(M_N=0\), \(\langle n_z^2\rangle=\int x^4dx/\int x^2dx=3/5\) over \(-1<x<1\). The \(zz\) element then reads \(3/5-1/3=-4k/3\), so \(k=-1/5\).

For two spins 1/2, \((\mathbf n\cdot\mathbf S)^2=(\mathbf n\cdot\mathbf I)^2=1/4\). Squaring \(\mathbf n\cdot\mathbf G\) therefore gives \((\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)=\tfrac12(\mathbf n\cdot\mathbf G)^2-\tfrac14\). Also \(\mathbf I\cdot\mathbf S=\tfrac12\mathbf G^2-\tfrac34\). Subtracting one third of the second from the first,

\[
T\equiv(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)-\tfrac13\mathbf I\cdot\mathbf S=\tfrac12\left[(\mathbf n\cdot\mathbf G)^2-\tfrac13\mathbf G^2\right].
\]

The hyperfine energy is thus \(b_F\,\mathbf I\cdot\mathbf S+cT\), with \(b_F=b+c/3=123.3\) MHz. \(T\) vanishes for \(G=0\).

For \(G=1\), let \(x=\mathbf N\cdot\mathbf G=[F(F+1)-4]/2\), which is \(1,-1,-2\) for \(F=2,1,0\). One ordering gives \(\sum N_iN_jG_iG_j=x^2\). For the other, \(N_jN_i=N_iN_j-i\epsilon_{ijk}N_k\) and \(\epsilon_{ijk}G_iG_j=iG_k\), so \(\sum N_jN_iG_iG_j=x^2+x\). With \(\mathbf G^2=2\),

\[
T=-\tfrac1{10}\left(2x^2+x-\tfrac83\right)=-\tfrac1{30},\ \tfrac16,\ -\tfrac13\qquad(F=2,1,0).
\]

### The b-beta-S matrix

\(\mathbf S-\mathbf I\) is odd under exchange of the two spins, so it connects only triplet and singlet. Within \(G=1\), therefore, \(\mathbf S=\mathbf G/2\) and \(\mathbf N\cdot\mathbf S=x/2\). With \(\mathbf I\cdot\mathbf S=1/4\), the two unmixed levels are

\[
E(F{=}2)=\tfrac{\gamma}{2}+\tfrac{b_F}{4}-\tfrac{c}{30}=\tfrac{\gamma}{2}+\tfrac b4+\tfrac c{20}=20+27.5+2=49.5\ \text{MHz},
\]
\[
E(F{=}0)=-\gamma+\tfrac{b_F}{4}-\tfrac c3=-\gamma+\tfrac b4-\tfrac c4=-40+27.5-10=-22.5\ \text{MHz}.
\]

\(F=1\) occurs twice, with \(G=1\) and \(G=0\). Let \(X=\mathbf N\cdot\mathbf S\). Its eigenvalues are \(1/2\) for \(J=3/2\) and \(-1\) for \(J=1/2\), so \(X^2=\tfrac12-\tfrac12X\). Since \(\langle G{=}0|X|G{=}0\rangle=0\), the vector \(X|G{=}0\rangle\) has squared norm \(1/2\) and lies in \(G=1\). I fix the phase by \(|G{=}1\rangle=\sqrt2\,X|G{=}0\rangle\), which makes the coupling \(+\gamma/\sqrt2\). In the order \(G=1,0\),

\[
H_{F=1}=\begin{pmatrix}-\frac\gamma2+\frac{b_F}4+\frac c6&\frac{\gamma}{\sqrt2}\\ \frac{\gamma}{\sqrt2}&-\frac{3b_F}4\end{pmatrix}
=\begin{pmatrix}17.5&28.3\\28.3&-92.5\end{pmatrix}\text{MHz}.
\]

### The b-beta-J matrix

In the same basis \(X\) has diagonal \(-1/2,\,0\) and off-diagonal \(1/\sqrt2\). Its eigenvectors are

\[
|J{=}\tfrac32\rangle=\sqrt{\tfrac13}|G{=}1\rangle+\sqrt{\tfrac23}|G{=}0\rangle,\qquad
|J{=}\tfrac12\rangle=\sqrt{\tfrac23}|G{=}1\rangle-\sqrt{\tfrac13}|G{=}0\rangle .
\]

The hyperfine part is diagonal in \(G\), with entries \(A=b_F/4+c/6\) and \(D=-3b_F/4\). In the \(J\) basis its diagonal elements are \((A+2D)/3\) and \((2A+D)/3\), and its off-diagonal element is \(\tfrac{\sqrt2}{3}(A-D)\). Adding \(\gamma X\), in the order \(J=3/2,1/2\),

\[
H_{F=1}=\begin{pmatrix}\frac\gamma2-\frac{5b_F}{12}+\frac c{18}&\frac{\sqrt2}3K\\ \frac{\sqrt2}3K&-\gamma-\frac{b_F}{12}+\frac c9\end{pmatrix}
=\begin{pmatrix}-29.2&61.3\\61.3&-45.8\end{pmatrix}\text{MHz},
\]

where \(K=b_F+c/6=130\) MHz. Your diagonal elements differ by less than 17 MHz, while the coupling you dropped is 61 MHz.

### Same energies, different labels

Both matrices have half-trace \(-\gamma/4-b_F/4+c/12=-37.5\) MHz. The squared half splitting is half the diagonal difference, squared, plus the squared coupling:

\[
\left(\tfrac K2-\tfrac\gamma4\right)^2+\tfrac{\gamma^2}2=\tfrac{K^2}4-\tfrac{\gamma K}4+\tfrac{9\gamma^2}{16}=\left(\tfrac{3\gamma}4-\tfrac K6\right)^2+\tfrac{2K^2}9 .
\]

The left side is from the \(G\) basis, the right side from the \(J\) basis. With \(\delta=K/2-\gamma/4=55\) MHz,

\[
E_\pm=-37.5\pm\sqrt{55^2+28.28^2}=-37.5\pm61.85=24.3,\ -99.3\ \text{MHz}.
\]

From the bottom, the order is \(F=1^-,0,1^+,2\).

Write \(|+\rangle=\cos\theta|G{=}1\rangle+\sin\theta|G{=}0\rangle\) and \(|-\rangle=-\sin\theta|G{=}1\rangle+\cos\theta|G{=}0\rangle\). Then \(\tan2\theta=\gamma/(\sqrt2\,\delta)\) and \(\theta=13.6^\circ\). The upper level is 94% \(G=1\), but only 57% \(J=3/2\). For \(|K|\gg|\gamma|\) the \(G\) label becomes good; for \(|\gamma|\gg|K|\) the \(J\) label does. Here \(K/\gamma\approx3\), so \(G\) is the better label.

### Weak field

Within \(F=1\), the Wigner–Eckart theorem gives \(S_z=s\,M_F\), where \(s\) is a \(2\times2\) matrix equal to \(\mathbf S\cdot\mathbf F/[F(F+1)]\). Since \(\mathbf S\cdot\mathbf F=X+\tfrac34+\mathbf I\cdot\mathbf S\),

\[
s=\tfrac12\begin{pmatrix}-\frac12+\frac34+\frac14&\frac1{\sqrt2}\\ \frac1{\sqrt2}&\frac34-\frac34\end{pmatrix}=\begin{pmatrix}\frac14&\frac{\sqrt2}4\\ \frac{\sqrt2}4&0\end{pmatrix}.
\]

For \(I_z\) the off-diagonal sign is reversed, because \(\mathbf N\cdot(\mathbf S+\mathbf I)\) cannot change \(G\). Defining the linear shift as \(g_F\mu_BBM_F\), the electron part is

\[
g_+\simeq g_S\left[\tfrac{\cos^2\theta}4+\tfrac{\sqrt2}4\sin2\theta\right],\qquad
g_-\simeq g_S\left[\tfrac{\sin^2\theta}4-\tfrac{\sqrt2}4\sin2\theta\right].
\]

With the small nuclear part included, \(g_+=0.796\) and \(g_-=-0.297\). For \(F=2\), \(\langle S_z\rangle=M_F/4\) gives \(g_F=0.500\). \(F=0\) has no linear shift. The negative \(g_-\) comes from the interference term \(\sin2\theta\), that is, from the \(G\) mixing.

### Following the levels upward

The electron Zeeman splitting is \(g_S\mu_B=28.0\) MHz/mT. It equals the \(F=1\) splitting of 123.7 MHz near 4.4 mT, which sets the field scale for decoupling \(S\).

\(M_F=M_N+M_S+M_I\) is conserved. On a fine grid from 0 to 100 mT, levels of equal \(M_F\) came no closer than 22.7 MHz, so their energy order links the two limits. Below, each strong-field state is \((M_N;\text{sign of }M_S,\text{sign of }M_I)\), and both lists rise in energy.

| \(M_F\) | Zero field | 100 mT |
|---|---|---|
| 2 | \(2\) | \((1;+,+)\) |
| 1 | \(1^-,1^+,2\) | \((1;-,+),(1;+,-),(0;+,+)\) |
| 0 | \(1^-,0,1^+,2\) | \((0;-,+),(1;-,-),(0;+,-),(-1;+,+)\) |
| −1 | \(1^-,1^+,2\) | \((-1;-,+),(0;-,-),(-1;+,-)\) |
| −2 | \(2\) | \((-1;-,-)\) |

The \(M_F=\pm2\) states are alone in their blocks, so within this model they shift linearly at every field.

### Strong field

To first order, keep only the terms that conserve \(M_S\). The dipolar term becomes \(cM_S\,n_z(\mathbf n\cdot\mathbf I)\), and its diagonal part uses \(\langle n_z^2\rangle=(3-2M_N^2)/5\):

\[
E=g_S\mu_BBM_S-g_I\mu_NBM_I+M_S\left[\gamma M_N+bM_I+cM_I\langle n_z^2\rangle\right].
\]

Here \(b\) appears, not \(b_F\), because the full dipolar term is kept. Its remaining part, \(\tfrac12cM_S\,n_z(n_+I_-+n_-I_+)\), exchanges projection between \(N\) and \(I\). Since \(n_zn_+\to-(N_zN_++N_+N_z)/5\),

\[
\langle1,-\tfrac12|H|0,\tfrac12\rangle=-\tfrac{\sqrt2}{10}cM_S,\qquad
\langle0,-\tfrac12|H|{-1},\tfrac12\rangle=+\tfrac{\sqrt2}{10}cM_S ,
\]

with states labelled \(|M_N,M_I\rangle\). This coupling of 2.8 MHz does not fall with field. At 100 mT it is small compared with the separations, and every level has at least 99% of one product state.

As an example, \((0;+,+)\) at 100 mT has diagonal energy \(1401.2-2.0+\tfrac12(55+12)=1432.7\) MHz. The coupling raises this to 1432.9 MHz; full diagonalization gives 1433.1 MHz.

The neglected terms flip \(S\) at an energy cost of about \(g_S\mu_BB\). Energy errors should therefore fall as \(1/B\), and the loss of spin polarization as \(1/B^2\). The largest error is 1.67, 0.83 and 0.41 MHz at 100, 200 and 400 mT. The largest \(1-2|\langle S_z\rangle|\) is 13% at 10 mT, 0.12% at 100 mT and 0.03% at 200 mT.

### Why N and I do not simply stay decoupled

Take the pair \((M_N,M_I)=(1,-\tfrac12)\) and \((0,\tfrac12)\) at equal \(M_S\). Their diagonal energies differ by

\[
\Delta=g_I\mu_NB+M_S\left[\gamma-\tfrac b2-\tfrac c{10}-\tfrac b2-\tfrac{3c}{10}\right]=g_I\mu_NB-M_S\left(b+\tfrac{2c}5-\gamma\right).
\]

The pair \((-1,\tfrac12)\), \((0,-\tfrac12)\) gives \(-\Delta\). For \(M_S=+\tfrac12\) both differences vanish when \(g_I\mu_NB=\tfrac12(110+16-40)=43\) MHz. With \(g_I\mu_N=40.4\) MHz/T this is \(B=1.06\) T. There the small coupling mixes each pair half and half, with a gap of \(\sqrt2c/10=5.66\) MHz. For \(M_S=-\tfrac12\) the two terms add, and there is no such crossing.

Diagonalization gives gaps of 5.55 MHz (\(M_F=1\)) and 5.76 MHz (\(M_F=0\)), both at 1.06 T. The \(M_F=1\) deviation can be traced to spin flips. Both states couple to \((1;-,+)\), with elements \(b/2+c/5=63\) MHz and \(\gamma/\sqrt2-\sqrt2c/20=25.5\) MHz. Across a denominator of 29.8 GHz this adds \(63\times25.5/29800=+0.054\) MHz to the first-order coupling of \(-2.828\) MHz. The gap becomes \(2\times2.774=5.55\) MHz.

The position of the crossing is less secure than its existence in this model. An anisotropic electron \(g\)-factor adds \(g_l\mu_BB[S_z-n_z(\mathbf n\cdot\mathbf S)]\). With the estimate \(g_l=-\gamma/(2B_{\rm rot})=-0.002\), the \(M_F=1\) crossing moves up to 1.23 T and the \(M_F=0\) crossing down to 0.93 T, because the term adds the same amount to \(\Delta\) and to \(-\Delta\). The other omitted magnetic terms may shift them too. Fixing \(N\), by contrast, costs little: in the Hamiltonian without \(g_l\), including \(N=3\) shifts the levels by about 1 kHz, both at zero field and at 1 T. This holds only away from rotational resonances. The shift grows to 5 kHz at 3 T. Near \(g_S\mu_BB=10B_{\rm rot}\), about 3.57 T, the \(N=1\), \(M_S=+\tfrac12\) levels meet the \(N=3\), \(M_S=-\tfrac12\) levels of the same parity. The \(c\) term mixes them half and half at avoided crossings between 3.56 and 3.58 T, with gaps of several MHz (tens of MHz with \(g_l\)).

So \(S\) decouples above a few tens of mT. \(M_N\) and \(M_I\) are then good labels near 100 mT, but they fail for four \(M_S=+\tfrac12\) levels near the crossings around 1 T, and become good again well above them. The exception is the narrow range near 3.57 T, where \(N\) and \(M_S\) themselves fail as labels for \(M_S=+\tfrac12\) levels. All twelve energies are in the numerical output below. Because the constants are rough, those energies should not be used as CaF line positions.

## Computed values

```
gamma, b, c (rough CaF) = 40, 110, 40 MHz
B_rot (rough) = 10 GHz; g_I (rough) = 5.3
b_F = 123.333 MHz; g_S = 2.00232
mu_B/h = 13996.24 MHz/T; mu_N/h = 7.6226 MHz/T
F=1 matrix, G=1,0: diagonal 17.500, -92.500 MHz
  off-diagonal 28.284 MHz
F=1 matrix, J=3/2,1/2: diagonal -29.167, -45.833 MHz
  off-diagonal 61.283 MHz
F=1 mean = -37.500 MHz; delta = 55.000 MHz
F=1 half splitting = 61.847 MHz
E(F=1-) at zero field = -99.347 MHz
E(F=0) at zero field = -22.500 MHz
E(F=1+) at zero field = 24.347 MHz
E(F=2) at zero field = 49.500 MHz
theta = 13.607 degrees
upper F=1: weight of G=1 = 0.9446, of J=3/2 = 0.5674
g_F(F=1-) = -0.2966
g_F(F=1+) = 0.7964
g_F(F=2) = 0.4999
smallest gap at equal M_F, 0 to 100 mT = 22.66 MHz
Levels in MHz at 2, 10, 100 mT; first-order strong-field value
at 100 mT; main M_N, M_S, M_I there and its weight
F=2  M_F=+2    77.48   189.42   1448.73   1448.73 +1 +0.5 +0.5 1.0000
F=1- M_F=+1  -112.09  -203.49  -1454.39  -1452.77 +1 -0.5 +0.5 0.9994
F=1+ M_F=+1    45.80   142.64   1395.03   1393.56 +1 +0.5 -0.5 0.9959
F=2  M_F=+1    68.78   175.27   1433.09   1432.93 +0 +0.5 +0.5 0.9964
F=1- M_F=+0  -105.07  -188.50  -1438.45  -1436.94 +0 -0.5 +0.5 0.9973
F=0  M_F=+0   -33.42  -134.42  -1390.00  -1389.56 +1 -0.5 -0.5 0.9977
F=1+ M_F=+0    32.80   120.62   1371.06   1369.56 +0 +0.5 -0.5 0.9916
F=2  M_F=+0    57.69   154.30   1409.39   1408.93 -1 +0.5 +0.5 0.9920
F=1- M_F=-1   -96.61  -166.66  -1414.44  -1412.94 -1 -0.5 +0.5 0.9945
F=1+ M_F=-1     0.49  -107.77  -1365.72  -1365.56 +0 -0.5 -0.5 0.9950
F=2  M_F=-1    42.64   109.01   1355.44   1353.77 -1 +0.5 -0.5 0.9994
F=2  M_F=-2    21.52   -90.42  -1349.73  -1349.73 -1 -0.5 -0.5 1.0000
largest 1-2|<S_z>| at 10 mT = 0.134074
largest 1-2|<S_z>| at 100 mT = 0.001208
largest 1-2|<S_z>| at 200 mT = 0.000298
largest first-order error at 100 mT = 1.671 MHz
largest first-order error at 200 mT = 0.829 MHz
largest first-order error at 400 mT = 0.413 MHz
crossing formula: field 1.0644 T, gap 5.657 MHz
crossing M_F=1: field 1.0613 T, gap 5.549 MHz
crossing M_F=0: field 1.0619 T, gap 5.763 MHz
largest product-state weight at M_F=1 crossing = 0.501
with g_l = -0.0020: M_F=1 crossing at 1.232 T
N=3 admixture shift: 0.961 kHz at 0 T, 1.273 kHz at 1 T
```
